\section*{Why Coherent Germanium-Tin on Germanium Needs More Tin}

\section{One composition, two kinds of film}

A germanium-tin film with 10\% tin, thick enough to have relaxed to its own lattice constant, can have its lowest conduction minimum at $\Gamma$. Grown thin and coherent on (001) germanium, the same alloy can have its lowest minimum at $L$. In the model used here the energy difference
\begin{equation}
D=E_L-E_\Gamma
\end{equation}
is $+59$~meV in the relaxed film and $-50$~meV in the coherent one. The gap is direct when $D>0$, provided that it is still a gap.

The composition is the same in both films, so the cause is strain. Tin enlarges the lattice, and a coherent film must fit the smaller in-plane lattice of germanium. The resulting compression raises both conduction edges, but it raises $\Gamma$ more. Extra tin is then needed to bring $\Gamma$ back below $L$.

The treatment assumes linear elasticity, a lattice constant linear in the tin fraction $x$, the elastic constants of germanium, deformation potentials independent of $x$, and a film thick enough to have bulk-like bands. Strain is positive in tension.

\section{The strain in a coherent film}

With $f=a_{\rm Sn}/a_{\rm Ge}-1$, the relaxed alloy has $a(x)=a_{\rm Ge}(1+fx)$. Forcing its in-plane lattice constant to $a_{\rm Ge}$ gives
\begin{equation}
\varepsilon_\parallel=\frac{a_{\rm Ge}}{a(x)}-1=\frac{1}{1+fx}-1=-fx+f^2x^2-\dots
\label{eq:par}
\end{equation}
The upper surface is free, so the vertical stress vanishes:
\begin{equation}
0=\sigma_{zz}=2C_{12}\varepsilon_\parallel+C_{11}\varepsilon_\perp
\quad\Rightarrow\quad
\varepsilon_\perp=-\frac{2C_{12}}{C_{11}}\varepsilon_\parallel .
\end{equation}
The film expands vertically. Its relative volume change is
\begin{equation}
\mathrm{Tr}\,\varepsilon=2\varepsilon_\parallel+\varepsilon_\perp
=g\,\varepsilon_\parallel,\qquad
g=2\left(1-\frac{C_{12}}{C_{11}}\right).
\end{equation}
Mechanical stability of a cubic crystal requires $C_{11}>C_{12}$, so $g>0$: the vertical expansion does not make up for the in-plane compression, and the film loses volume.

\section{What the strain does to each band edge}

The $\Gamma$ conduction edge is a nondegenerate, $s$-like state with cubic symmetry. The one scalar linear in strain that this symmetry allows is the trace, so
\begin{equation}
\delta E_\Gamma=a_\Gamma\,\mathrm{Tr}\,\varepsilon .
\end{equation}
An $L$ valley has an axis, the unit vector $\mathbf n$ along a $\langle111\rangle$ direction. Its threefold symmetry allows two linear scalars:
\begin{equation}
\delta E_L=\Xi_d\,\mathrm{Tr}\,\varepsilon+\Xi_u\,\mathbf n\cdot\varepsilon\cdot\mathbf n .
\label{eq:L}
\end{equation}
For a (001) film $\varepsilon$ is diagonal, and every component of every $\mathbf n$ has square $1/3$. Hence $\mathbf n\cdot\varepsilon\cdot\mathbf n=(2\varepsilon_\parallel+\varepsilon_\perp)/3=\mathrm{Tr}\,\varepsilon/3$ in all four valleys. They stay degenerate and shift by
\begin{equation}
\delta E_L=a_L\,\mathrm{Tr}\,\varepsilon,\qquad a_L=\Xi_d+\tfrac13\Xi_u .
\end{equation}
Although the strain is biaxial, both conduction edges respond to its hydrostatic part alone at first order. Subtraction gives
\begin{equation}
D=D_{\rm rel}(x)+\Delta a\,g\,\varepsilon_\parallel,\qquad \Delta a=a_L-a_\Gamma .
\label{eq:D}
\end{equation}
Both potentials are negative, and $a_\Gamma$ is the more negative, so $\Delta a>0$. With $\varepsilon_\parallel<0$ the strain term lowers $D$. If the two potentials were equal, the film would be just as strained and the threshold would not move.

The valence band splits under this strain, but both gaps are measured from the same valence edge, so the splitting cancels from $D$. It does change the size of the gap. In the $p$-like valence states the strain energy of orbital $i$ is $a_v\mathrm{Tr}\,\varepsilon+3b(\varepsilon_{ii}-\mathrm{Tr}\,\varepsilon/3)$. A heavy-hole state contains the two in-plane orbitals equally, so
\begin{equation}
\delta E_{hh}=a_v\mathrm{Tr}\,\varepsilon+b(3\varepsilon_\parallel-\mathrm{Tr}\,\varepsilon)
=a_v\mathrm{Tr}\,\varepsilon+b(\varepsilon_\parallel-\varepsilon_\perp).
\label{eq:hh}
\end{equation}
With $b<0$ and $\varepsilon_\parallel<\varepsilon_\perp$ the second term is positive, and the heavy hole forms the valence edge.

The degeneracy of the $L$ valleys belongs to the (001) orientation. In a film on (111), the valley along the surface normal has $\mathbf n\cdot\varepsilon\cdot\mathbf n=\varepsilon_\perp$. The other three have $\varepsilon_\parallel+(\varepsilon_\perp-\varepsilon_\parallel)/9$, which is below $\mathrm{Tr}\,\varepsilon/3$ by $\frac29(\varepsilon_\perp-\varepsilon_\parallel)$. For $\Xi_u>0$ and in-plane compression these three valleys drop, which lowers $D$ further at the same volume change.

\section{Why \texorpdfstring{$\Gamma$}{Gamma} responds more strongly}

A nearest-neighbour tight-binding model of germanium shows the origin of the difference. Each atom carries $s$, three $p$ and one excited $s^*$ orbital. The Hamiltonian is $H=H_0+V$, with fixed on-site energies in $H_0$ and hopping in $V$. Every hopping element is taken to vary with bond length as $d^{-2}$.

Let all lengths grow by the factor $1+\eta$, so that $\mathrm{Tr}\,\varepsilon=3\eta$. Bond angles do not change. Wave vectors at zone points shrink as lengths grow, so the Bloch phases $\mathbf k\cdot\mathbf d$ do not change either. Then $V$ becomes $(1+\eta)^{-2}V$, and the Hellmann-Feynman theorem gives
\begin{equation}
\frac{dE}{d\eta}\bigg|_{0}=-2\langle V\rangle
\quad\Rightarrow\quad
a=\frac13\frac{dE}{d\eta}\bigg|_{0}=-\frac23\langle V\rangle .
\label{eq:HF}
\end{equation}
The deformation potential measures how much of the state's energy comes from hopping.

At $\Gamma$ all four bonds have phase factor 1. The $s$--$p$ couplings are proportional to the sum of the four bond directions, which is zero, and the model has no $s$--$s^*$ coupling. The conduction state is therefore pure $s$, antibonding across all four bonds. With $|V_{ss}|=1.695$~eV per bond, $\langle V\rangle=4\times1.695=6.78$~eV. The on-site energy is $-5.88$~eV, the state lies at $0.90$~eV, and $a_\Gamma=-4.52$~eV.

At $L$, with $\mathbf k=(\pi/a)(1,1,1)$, the bond along $[111]$ has phase $3\pi/4$ and the other three have $-\pi/4$. These phase factors are opposite in sign, so the sum has magnitude $3-1=2$ instead of 4. The state also contains other orbitals. Numerical diagonalization with rough germanium parameters gives it an $s$ weight of 0.56, an energy of $0.764$~eV and a mean on-site energy of $-1.782$~eV. Hence
\begin{equation}
\langle V\rangle_L=0.764+1.782=2.546~\mathrm{eV},\qquad a_L=-1.70~\mathrm{eV}.
\end{equation}
For amplitudes $c_A,c_B$ on the two atoms, $2|c_A||c_B|\le|c_A|^2+|c_B|^2$. The $s$--$s$ part of $\langle V\rangle_L$ therefore cannot exceed $0.56\times2\times1.695=1.9$~eV, against 6.78~eV at $\Gamma$. Partial cancellation between bonds and dilution of the $s$ character both weaken this part. The other hopping terms are not small, but they largely cancel: $s$--$p$ gives $+3.66$~eV, $s^*$--$p$ gives $-1.93$~eV and $p$--$p$ gives $-1.09$~eV, together only $0.64$~eV.

This model accounts for the sign of $\Delta a$, which stays positive when the four kinds of hopping are given separate exponents anywhere between 2 and 4 in place of the common 2. Its magnitude, $2.8$~eV, depends on the crude common $d^{-2}$ law and is not used below.

\section{The threshold composition}

The relaxed gaps are interpolated quadratically, with energies in eV:
\begin{align}
E_\Gamma^{\rm gap}&=0.80(1-x)-0.40x-2.4x(1-x),\\
E_L^{\rm gap}&=0.66(1-x)+0.10x-0.9x(1-x).
\end{align}
Their difference is
\begin{align}
D_{\rm rel}&=-0.14(1-x)+0.50x+1.5x(1-x)\nonumber\\
&=-\delta+sx-cx^2,
\end{align}
with $\delta=0.14$, $s=0.14+0.50+1.5=2.14$ and $c=1.5$~eV. Inserting the first two terms of \eqref{eq:par} in \eqref{eq:D}, and writing $\kappa=\Delta a\,g f$, gives
\begin{equation}
D=-\delta+s_1x-c_1x^2,\qquad s_1=s-\kappa,\quad c_1=c-\kappa f .
\label{eq:quad}
\end{equation}
As tin is added, $D$ first reaches zero at the smaller root. Multiplying numerator and denominator by $s_1+\sqrt{s_1^2-4c_1\delta}$ puts it in a form that stays regular as $c_1\to0$:
\begin{equation}
x_{\rm th}=\frac{s_1-\sqrt{s_1^2-4c_1\delta}}{2c_1}
=\frac{2\delta}{s_1+\sqrt{s_1^2-4c_1\delta}} .
\label{eq:th}
\end{equation}
The relaxed threshold follows from $\kappa=0$.

The other parameters are rough values typical of this alloy: $a_{\rm Ge}=0.566$~nm, $a_{\rm Sn}=0.649$~nm, $C_{11}=129$~GPa, $C_{12}=48$~GPa, $a_\Gamma=-8.0$~eV and $a_L=-2.0$~eV. They give $f=0.1466$, $g=1.256$ and $\kappa=6.0\times1.256\times0.1466=1.105$~eV, so $s_1=1.035$~eV and $c_1=1.338$~eV. Then
\begin{align}
x_{\rm rel}&=\frac{0.28}{2.14+\sqrt{4.580-0.840}}=6.9\%,\\
x_{\rm coh}&=\frac{0.28}{1.035+\sqrt{1.071-0.749}}=17.5\%.
\end{align}
Solving \eqref{eq:D} numerically with the unexpanded strain also gives 17.5\%.

Strain cancels about half of the rate at which tin lowers $\Gamma$ relative to $L$. That alone would move the threshold from $\delta/s=6.5\%$ to $\delta/s_1=13.5\%$. The curvature supplies the rest, because $D$ flattens as $x$ grows. At the threshold its slope equals the square root in \eqref{eq:th}: 19~meV per percentage point of tin in relaxed material, and 5.7~meV in coherent material. The coherent threshold is thus the more sensitive to any error in energy.

\section{A film with 10\% tin}

Here $a=0.5743$~nm, so $\varepsilon_\parallel=-1.445\%$, $\varepsilon_\perp=+1.076\%$ and $\mathrm{Tr}\,\varepsilon=-1.815\%$. The edges shift by
\begin{align}
\delta E_\Gamma&=(-8.0)(-0.01815)=+145~\mathrm{meV},\\
\delta E_L&=(-2.0)(-0.01815)=+36~\mathrm{meV}.
\end{align}
The difference of 109~meV turns $D=+59$~meV into $-50$~meV.

With $a_v=1.0$~eV and $b=-2.9$~eV, \eqref{eq:hh} raises the heavy-hole edge by $-18+73=55$~meV. The direct gap therefore widens by 90~meV, while the $L$ gap narrows by 19~meV. At the coherent threshold, where $\varepsilon_\parallel=-2.5\%$, the same formulas leave a gap of 0.40~eV, a wavelength of about 3.1~$\mu$m.

\section{When more tin is not enough}

Equation \eqref{eq:th} has a useful root only if $s_1>0$ and $s_1^2\ge4c_1\delta$. With the unexpanded strain, \eqref{eq:D} gives nearly the same condition: a coherent film can be direct at some composition only if $\Delta a$ is smaller than the largest value of $D_{\rm rel}(x)/|\mathrm{Tr}\,\varepsilon(x)|$. Evaluated on a grid of compositions, this ratio peaks at 6.95~eV, near 32\% tin. Above that value the coherent film in this model does not become direct at any composition. The figure rests on gap formulas extrapolated to high tin content and is a warning more than a prediction.

The adopted $\Delta a=6.0$~eV is not far below it. With all else fixed, 5.5~eV gives a threshold of 15.2\% and 6.5~eV gives 21.2\%. An uncertainty of half an electronvolt in $\Delta a$ thus means several percentage points of tin.

\section{Real films}

The relaxed threshold inherits the uncertainty of the gap parameters: at 19~meV per percentage point, an error of 20~meV in $D$ moves it by about one point of tin. The coherent value is much less certain, because its slope is smaller and because it also depends on $\Delta a$. Several assumptions also fail in practice.

\emph{Thickness.} A coherent film stays in equilibrium until the misfit stress can drive a dislocation through it. In isotropic elasticity, with shear modulus $G$, Poisson ratio $\nu$ and Burgers vector length $b_d$, the driving force on a $60^\circ$ dislocation is $2G\frac{1+\nu}{1-\nu}|\varepsilon_\parallel|h\,b_d/2$. The opposing line tension is $\frac{Gb_d^2(1-\nu/4)}{4\pi(1-\nu)}[\ln(h/b_d)+1]$. Equating them gives the Matthews-Blakeslee condition
\begin{equation}
h=\frac{b_d(1-\nu/4)}{4\pi|\varepsilon_\parallel|(1+\nu)}\left[\ln\frac{h}{b_d}+1\right].
\end{equation}
With $b_d=a_{\rm Ge}/\sqrt2$, $\nu=C_{12}/(C_{11}+C_{12})$ and $|\varepsilon_\parallel|=2.5\%$, its numerical solution is 2.7~nm. A thicker coherent film at threshold is metastable and depends on growth cold enough to suppress dislocations.

\emph{Confinement.} Take a metastable film of $h=30$~nm with hard walls, for which the confinement energy is $\hbar^2\pi^2/(2mh^2)$. The vertical $\Gamma$ mass is about $0.04\,m_e$, as in germanium: the heavy-hole states at the valence edge contain no vertical orbital, so their approach does not reduce it, and compression lowers the vertical orbital in energy, which largely offsets the narrowing of the relaxed gap. An $L$ valley has masses 1.6 and $0.08\,m_e$ along and across its axis, and since the axis has $n_z^2=1/3$, its vertical mass follows from $m_e/m_z=\frac13/1.6+\frac23/0.08$, or $m_z=0.117\,m_e$. The energies are 10.4~meV at $\Gamma$ and 3.6~meV at $L$. The threshold rises to 18.8\%. At 2.7~nm the same formula would give more than 1~eV at $\Gamma$, far outside its validity, so the bulk threshold does not apply to so thin a film.

\emph{Temperature.} If cooling lowers $D$ by a rough 10~meV, the threshold becomes 19.4\%. Cooling and confinement together, with a nonlinear strain correction of $+0.3$~meV to $D$ estimated from the tight-binding bands (within about 1.5~meV of zero for hopping exponents of 2, 3 or 4), give 20.7\%.

\emph{The buffer.} Germanium grown on silicon usually keeps a small tensile strain, roughly 0.2\%. A film coherent with it is less compressed by about that amount, which raises $D$ by $6.0\times1.256\times0.002=15$~meV. Replacing $\delta$ by 0.125~eV in \eqref{eq:th} lowers the threshold to about 15\%.

Random alloy disorder, which mixes $\Gamma$ and $L$ states and blurs the crossing, is left out and not sized here.

\section{What to do about it}

\emph{Let the film relax.} If a fraction $R$ of the misfit is relaxed, $\varepsilon_\parallel$ and $\kappa$ are multiplied by $1-R$. Half relaxation brings the threshold down to 9.7\%, which recovers about three quarters of the excess tin. The price is dislocations, which should be kept away from the active layer.

\emph{Enlarge the substrate lattice.} On a relaxed germanium-tin buffer with tin fraction $y$, the strain is $\varepsilon_\parallel\simeq-f(x-y)$ at first order, and
\begin{equation}
D\simeq D_{\rm rel}(x)-\kappa(x-y).
\end{equation}
A matched buffer, $y=x$, restores the relaxed threshold. For $y>x$ the film is in tension and the threshold falls below the relaxed one.

\emph{Judge a film by composition and strain together.} Setting $D=0$ in \eqref{eq:D} gives the largest compression that a direct film tolerates:
\begin{equation}
|\varepsilon_\parallel|_{\max}=\frac{D_{\rm rel}(x)}{\Delta a\,g}.
\end{equation}
At 10\% tin this is $0.059/(6.0\times1.256)=0.78\%$, against 1.445\% in the coherent film. About 46\% of the misfit must relax.

\emph{Aim beyond the crossing.} At $D=0$ few electrons are in $\Gamma$. For nondegenerate carriers the ratio of $L$ to $\Gamma$ populations is then the ratio of the densities of states,
\begin{equation}
r=\frac{4\sqrt{m_lm_t^2}}{m_\Gamma^{3/2}}
=\frac{4\sqrt{1.6\times0.08^2}}{0.04^{3/2}}\simeq51 ,
\end{equation}
so at most about 2\% of the electrons are in $\Gamma$. With these masses an equal division at 300~K needs $D=k_BT\ln r=101$~meV. This holds while the $\Gamma$ density stays well below its effective density of states, $2\times10^{17}$~cm$^{-3}$. Denser carriers fill $\Gamma$ and spill into $L$: with Fermi-Dirac statistics and the same parabolic masses, the $D$ needed is about 120~meV at a total density of $10^{18}$~cm$^{-3}$ and about 200~meV at $5\times10^{18}$~cm$^{-3}$. By \eqref{eq:quad}, $D$ in a coherent film peaks at $s_1^2/(4c_1)-\delta=60$~meV, near 39\% tin and more than 5\% compression, where the gap formulas are extrapolated far. So with these parameters added tin alone does not reach that point. In relaxed material $D_{\rm rel}=101$~meV is reached near 12\% tin. Both figures are lower estimates, because $0.04\,m_e$ is the mass in germanium. In relaxed material the $\Gamma$ mass shrinks roughly in proportion to the direct gap, which at 12\% tin is about half that of germanium. This raises $r$, and with it the $D$ and the tin content needed. At 10\% tin, removing all the compression raises $D$ by 109~meV, whereas five more percentage points of tin in a coherent film raise it by only about 35~meV. For bringing electrons into $\Gamma$, relieving the strain is then the stronger of these two steps.

Numerical values quoted here were computed with a short program.
